\section*{Energy Released by Plane-Strain Delamination of an Equibiaxially Tensile Film}

\section{Definitions and conventions}

A film of thickness $h$ is bonded to a thick substrate. The axis $x$ lies in the interface and points in the direction of crack growth, $y$ is the film normal measured upward from the interface, and $z$ runs along the straight crack front. The film is linear elastic and isotropic, with Young's modulus $E$ and Poisson ratio $\nu$. Tensile stress and extension are positive.

Where the film is attached and far from any edge, its stress is
\begin{equation}
\sigma_{xx}=\sigma_{zz}=\sigma>0,\qquad \sigma_{yy}=0,
\label{eq:attached}
\end{equation}
with no shear. The normal stress vanishes because the top surface is free. Elastic strains $\varepsilon_{xx},\varepsilon_{zz}$ are measured from the state that the film would take if it were free of all stress. They are therefore not zero in the attached film, although that film has not slipped on the substrate.

With $\sigma_{yy}=0$, Hooke's law reads
\begin{equation}
\varepsilon_{xx}=\frac{\sigma_{xx}-\nu\sigma_{zz}}{E},\qquad
\varepsilon_{zz}=\frac{\sigma_{zz}-\nu\sigma_{xx}}{E}.
\label{eq:hooke}
\end{equation}

An interface crack has grown from a free film edge over a length $d$. The front has length $w$. Three energies, each per unit area of interface, are needed: $U_0$, stored in the attached film; $U_r$, retained in the detached film; and $G$, the energy release rate, which is the elastic energy lost by the whole body per unit area of crack advance. In the numerical output $\sigma$ is written \texttt{s}.

\section{The theorem}

\paragraph{Assumptions.}
\begin{enumerate}
\item Strains are small, and neither material yields or creeps.
\item The substrate is so thick that its strain under the attached film is negligible.
\item The crack faces do not touch behind the tip, and the outer boundaries do no work.
\item The lengths satisfy $h\ll d\ll w$, and the attached film ahead of the tip is also long compared with the disturbed zone around the tip.
\end{enumerate}

The condition $h\ll d$ makes the growth steady. The condition $d\ll w$ makes it plane strain: away from the two ends of the front, no material point moves along $z$ during detachment.

\paragraph{Theorem.} Under these assumptions, to leading order in $h/d$ and $d/w$,
\begin{equation}
U_0=\frac{(1-\nu)\sigma^2h}{E},\qquad
G=\frac{(1-\nu^2)\sigma^2h}{2E},\qquad
\frac{G}{U_0}=\frac{1+\nu}{2}.
\label{eq:theorem}
\end{equation}
The detached film keeps the stress $(1-\nu)\sigma$ parallel to the front, and with it the fraction $(1-\nu)/2$ of the stored energy.

\section{Lemmas and proof}

\paragraph{Lemma 1 (stored energy).} The attached film stores $U_0=(1-\nu)\sigma^2h/E$.

\emph{Proof.} Setting both stresses in (\ref{eq:hooke}) equal to $\sigma$ gives the same strain in both directions,
\begin{equation}
\varepsilon_{xx}=\varepsilon_{zz}=e,\qquad e=\frac{(1-\nu)\sigma}{E}.
\label{eq:mismatch}
\end{equation}
The energy density of a linear elastic body is half the sum of stress times strain. The $y$ direction contributes nothing, since $\sigma_{yy}=0$. Hence
\begin{equation}
U_0=\frac h2\left(\sigma e+\sigma e\right)=h\sigma e=\frac{(1-\nu)\sigma^2h}{E}.\qquad\square
\end{equation}

\paragraph{Lemma 2 (steady growth).} For steady growth, $G=U_0-U_r$.

\emph{Proof.} Let the film extend from $x=0$ to $x=L$, with the crack tip at $x=d$. Consider the elastic energy $\Pi$ of film and substrate per unit length of front. Far behind the tip the energy per unit length in $x$ is $U_r$, and far ahead it is $U_0$. The substrate adds nothing in either far state. Behind the tip no traction acts on it. Ahead of the tip the uniform film exerts no traction on the interface, and the small substrate strain that balances the film force is neglected by assumption 2.

Around the tip the energy differs from these two values. When $d$ and $L-d$ are both large, this disturbed zone does not sense the ends of the film. It moves with the tip without changing, and its excess energy is a constant $C$. The ends of the film contribute another constant $C'$. On a substrate deeper than $d$ these terms are constant only to leading order: the force $\sigma h$ passed to the substrate at the tip has a long-range field, and for a film edge flush with the substrate edge the sum $C+C'$ drifts roughly as $\ln d$, which changes $G$ by a relative amount of order $h/d$. Therefore
\begin{equation}
\Pi(d)=U_r\,d+U_0\,(L-d)+C+C'.
\end{equation}
Since no external work is done, the released energy is the decrease of $\Pi$:
\begin{equation}
G=-\frac{d\Pi}{dd}=-(U_r-U_0)=U_0-U_r.\qquad\square
\end{equation}

The stress singularity at the tip and the substrate modulus enter through $C$, so neither affects the steady value of $G$. The substrate modulus can still affect how long the crack must be before that value is reached.

\paragraph{Lemma 3 (persistent stress).} Far behind the tip, $\sigma_{xx}=0$ and $\sigma_{zz}=(1-\nu)\sigma$.

\emph{Proof.} The detached film has a free top, a free bottom and a free end at $x=0$. Equilibrium of the piece between that end and any section then requires zero resultant force and zero moment on the section. The stress $\sigma_{xx}=\sigma_{yy}=\sigma_{xy}=0$ meets these conditions.

Along $z$ the film is still joined, through the long front, to film that has not moved. In plane strain no displacement along $z$ develops, so the elastic strain keeps its attached value, $\varepsilon_{zz}=e$. With $\sigma_{xx}=0$ the second relation in (\ref{eq:hooke}) gives
\begin{equation}
\sigma_{zz}=E\,\varepsilon_{zz}=Ee=(1-\nu)\sigma .
\label{eq:persist}
\end{equation}
This stress is uniform, so it satisfies equilibrium, and the strains that go with it are uniform, so they fit together. The solution of the linear elastic problem is unique. What the tip adds to this state has no resultant force or moment, and it fades within a few film thicknesses. $\square$

The parallel stress does fall, from $\sigma$ to $(1-\nu)\sigma$. In the attached film part of $\sigma_{zz}$ is needed to oppose the Poisson contraction caused by $\sigma_{xx}$. That part, $\nu\sigma$, disappears together with $\sigma_{xx}$. The rest is held by the fixed strain.

\paragraph{Proof of the theorem.} In the detached film the one nonzero stress is $\sigma_{zz}$, and its strain is $\sigma_{zz}/E$. Thus
\begin{equation}
U_r=\frac{\sigma_{zz}^2h}{2E}=\frac{(1-\nu)^2\sigma^2h}{2E}.
\label{eq:retained}
\end{equation}
Lemmas 1 and 2 now give
\begin{align}
G&=\frac{(1-\nu)\sigma^2h}{E}-\frac{(1-\nu)^2\sigma^2h}{2E}\nonumber\\
&=\frac{(1-\nu)\sigma^2h}{2E}\,\bigl[2-(1-\nu)\bigr]\nonumber\\
&=\frac{(1-\nu)(1+\nu)\sigma^2h}{2E}=\frac{(1-\nu^2)\sigma^2h}{2E}.
\label{eq:G}
\end{align}
Dividing by $U_0$ cancels $(1-\nu)\sigma^2h/E$ and leaves $(1+\nu)/2$. The retained fraction is $1-(1+\nu)/2=(1-\nu)/2$. $\square$

For $\nu=0$ the two directions are independent, and half of the energy is released. As $\nu$ approaches $1/2$ the fraction approaches $3/4$, because the loss of $\sigma_{xx}$ takes more of the parallel stress with it.

\section{A second proof from work}

The same $G$ follows without calculating either stored energy. Cut a strip of attached film free from the substrate, but hold its ends with the traction $\sigma_{xx}=\sigma$, so that nothing moves. Then lower this traction slowly to zero at fixed $\varepsilon_{zz}$. The second relation in (\ref{eq:hooke}) gives $\sigma_{zz}=E\varepsilon_{zz}+\nu\sigma_{xx}$. Inserted in the first, it yields
\begin{equation}
\varepsilon_{xx}=\frac{\sigma_{xx}-\nu(E\varepsilon_{zz}+\nu\sigma_{xx})}{E}
=\frac{(1-\nu^2)\sigma_{xx}}{E}-\nu\varepsilon_{zz}.
\end{equation}
The last term is constant, so the film contracts by the strain
\begin{equation}
\Delta=\frac{(1-\nu^2)\sigma}{E}.
\label{eq:contraction}
\end{equation}
The force per unit width falls linearly from $\sigma h$ to zero during this contraction. The work given up per unit area is its mean value times the contraction,
\begin{equation}
G=\tfrac12\,\sigma h\,\Delta=\frac{(1-\nu^2)\sigma^2h}{2E}.
\end{equation}
The forces that hold $\varepsilon_{zz}$ do no work, because there is no displacement along $z$. This is why the energy tied to the persistent stress is unavailable to the crack.

\section{Two extensions}

\paragraph{Corollary 1 (unequal stresses).} Let the attached film carry $\sigma_{xx}=\sigma_x>0$ and $\sigma_{zz}=\sigma_z$, with $\sigma_z\ge\nu\sigma_x$. Then
\begin{equation}
G=\frac{(1-\nu^2)\sigma_x^2h}{2E}.
\end{equation}

\emph{Proof.} From (\ref{eq:hooke}), the stored energy is
\begin{equation}
U_0=\frac h2(\sigma_x\varepsilon_{xx}+\sigma_z\varepsilon_{zz})
=\frac{h}{2E}\left(\sigma_x^2+\sigma_z^2-2\nu\sigma_x\sigma_z\right).
\end{equation}
The fixed strain is $\varepsilon_{zz}=(\sigma_z-\nu\sigma_x)/E$. The detached film therefore keeps the stress $\sigma_z-\nu\sigma_x$ and the energy
\begin{equation}
U_r=\frac{h}{2E}\left(\sigma_z^2-2\nu\sigma_x\sigma_z+\nu^2\sigma_x^2\right).
\end{equation}
Subtraction removes every term that contains $\sigma_z$ and leaves $(1-\nu^2)\sigma_x^2h/(2E)$. $\square$

The condition on $\sigma_z$ keeps the parallel stress from becoming compressive, which could wrinkle the free film. At $\sigma_z=\nu\sigma_x$ the film is strained along $x$ but not along $z$, nothing is retained, and the released fraction is one. The fraction $(1+\nu)/2$ thus belongs to the equibiaxial state, whereas $G$ depends on the stress normal to the front alone.

\paragraph{Corollary 2 (stress gradient).} Let the equibiaxial stress vary through the thickness as
\begin{equation}
\sigma(y)=\sigma\left[1+g\left(\frac{2y}{h}-1\right)\right],
\end{equation}
where $g$ is a constant. If the crack stays open, $U_0$ and $G$ both grow by the factor $1+g^2/3$, and the released fraction is unchanged.

\emph{Proof.} To remove $\sigma_{xx}$ at height $y$, the film there must contract by $(1-\nu^2)\sigma(y)/E$. This is linear in $y$, so a uniform contraction plus a bending about $z$ provides it at every height, while lengths along $z$ stay fixed. The earlier formulas then hold layer by layer. With $\xi=2y/h-1$ and $dy=(h/2)\,d\xi$,
\begin{equation}
\int_0^h\sigma(y)^2\,dy=\frac{\sigma^2h}{2}\int_{-1}^{1}(1+g\xi)^2d\xi
=\sigma^2h\left(1+\frac{g^2}{3}\right),
\end{equation}
since the term linear in $\xi$ integrates to zero. This integral replaces $\sigma^2h$ in both $U_0$ and $G$. $\square$

For $g>0$ the top contracts more than the bottom, and the film curls away from the substrate. For $g<0$ the gradient bends it toward the substrate, and contact may break assumption 3.

\section{When the parallel stress does not persist}

Steady growth alone does not fix the fraction. Consider a patterned strip of width $w$ whose two sides, parallel to $x$, are free. Its detached part is a flap held along the front and free on the other three sides. Let $U_f(d)$ be the flap's total energy in the membrane limit $h\ll d$, with the flap taken to stay flat. The strip is also taken to be wide, $h\ll w$, so that the relaxation of the attached film along its own free sides can be neglected. As the flap grows, attached film of energy $U_0w$ per unit length is then used up, so the release rate averaged over a straight front is
\begin{equation}
\bar G=U_0-\frac1w\frac{dU_f}{dd}.
\label{eq:flap}
\end{equation}

\paragraph{Short flap, $d\ll w$.} Most of the flap has the retained energy density $U_r$. Near each side the stress $\sigma_{zz}$ must fall to zero. The only length available to set the size of these side zones is $d$, so the energy missing there is proportional to $d^2$:
\begin{equation}
U_f=U_r\left(wd-c\,d^2\right),
\end{equation}
where $c$ is a number that depends on $\nu$. Differentiation, with $U_r/U_0=(1-\nu)/2$, gives
\begin{equation}
\frac{\bar G}{U_0}=1-\frac{1-\nu}{2}\left(1-\frac{2cd}{w}\right)
=\frac{1+\nu}{2}+(1-\nu)\,c\,\frac dw .
\label{eq:short}
\end{equation}
The theorem is the limit $d/w\to0$.

\paragraph{Long flap, $d\gg w$.} The front now exerts on the flap a system of forces with no resultant force or moment. Its effect fades over a distance of about $w$, and beyond that the flap is free of stress in both directions. Further growth adds no energy to the flap, so $dU_f/dd\to0$ and $\bar G\to U_0$. This growth is steady too, but it releases all of the stored energy. The value $U_0$ needs $h\ll w$. A narrower strip has already relaxed along its free sides while attached, which lowers $\bar G$ by a relative amount of order $h/w$. In the limit $w\ll h$ the attached line has $\sigma_{zz}\approx0$ and $\varepsilon_{xx}=e$, so it stores only $(1-\nu)U_0/2$, which for $\nu>0$ is below the plane-strain $G$.

A membrane calculation with $\nu=0.25$ gives the released fractions $0.702$, $0.778$, $0.982$ and $0.999$ at $d/w=0.05$, $0.10$, $0.30$ and $1.00$. Linear extrapolation of the first two, taken before rounding, to $d/w=0$ gives $0.6251$, against $0.625$ from the theorem. With (\ref{eq:short}), the first value gives $c\approx(0.702-0.625)/(0.75\times0.05)\approx2$. The excess over $0.625$ is then about $1.5\,d/w$. To keep $\bar G$ within $5\%$ of the plane-strain value, this excess must stay below $0.031$, which for a flat flap requires a front about $50$ times longer than the flap.

These numbers do not include wrinkling. The forces along the front have no resultant, so some of them are compressive, and a thin free flap can wrinkle there. It then stores less energy than a flat one, and the front may have to be longer still.

\section{Worked example}

Take a tensile silicon nitride film, deposited by plasma on a silicon wafer, with the rough values $h=500$ nm, $\sigma=1000$ MPa, $E=200$ GPa and $\nu=0.25$. The mismatch strain (\ref{eq:mismatch}) is $0.75\times1000/200\,000$, or $0.375\%$. The stress kept parallel to the front is $0.75\times1000=750$ MPa. In SI units the energies are
\begin{align}
U_0&=\frac{0.75\,(10^9)^2\,(5\times10^{-7})}{2\times10^{11}}=1.875\ \mathrm{J/m^2},\\
G&=\frac{0.9375\,(10^9)^2\,(5\times10^{-7})}{2\,(2\times10^{11})}=1.172\ \mathrm{J/m^2},\\
U_r&=\frac{(7.5\times10^8)^2\,(5\times10^{-7})}{2\,(2\times10^{11})}=0.703\ \mathrm{J/m^2}.
\end{align}
The last two add up to the first, and $1.172/1.875=0.625=(1+0.25)/2$.

Let the interface toughness be $\Gamma=2.0$ J/m$^2$, again a rough value. A long plane-strain crack can grow when $G\ge\Gamma$. Solving $G=\Gamma$ for the thickness gives
\begin{equation}
h_c=\frac{2E\Gamma}{(1-\nu^2)\sigma^2}
=\frac{2\,(2\times10^{11})(2.0)}{0.9375\times10^{18}}\ \mathrm{m}\approx853\ \mathrm{nm}.
\end{equation}
If all of $U_0$ were released, the limit would be $E\Gamma/[(1-\nu)\sigma^2]\approx533$ nm, smaller by the factor $0.625$. At fixed stress and toughness, the first number applies to a front much longer than the detached length. The second applies to a strip with free sides, much wider than it is thick, that has peeled over more than its own width. A strip of, say, 700 nm thickness, many thicknesses wide, on which such a long flap already exists could therefore go on peeling, although a plane-strain crack under a wide film of the same thickness would not grow.

A finite-element calculation of film, crack and substrate, which obtains $G$ from the total energy at two crack lengths, gives the fraction $0.62498$ for this film on a silicon layer of thickness $2h$ with a rigid base. With a substrate five times stiffer it gives $0.62500$, as expected if the substrate modulus drops out. The detached film has $\sigma_{zz}/\sigma=0.7500$ and contracts by $0.9375\,\sigma/E$, in agreement with (\ref{eq:persist}) and (\ref{eq:contraction}). The crack is open at every mesh point behind the tip, as assumption 3 requires.

\section{Comparison with real films}

A tension of 1000 MPa is high for plasma-deposited nitride, and many such films carry less; since $G\propto\sigma^2$, half the stress gives a quarter of the energy. Plasma-deposited fluorocarbon films are much softer and polymer-like. They may creep, which breaks assumption 1, and a film in compression can buckle, so the theorem does not cover it. In a patterned nitride film the front may not be long compared with the detached length. At $d/w=0.05$ a flap that stays flat already gives the released fraction $0.702$, which raises the front-averaged $G$ by $12\%$; wrinkling can raise it further. A long flap on a strip with $w\gg h$ raises it by up to $60\%$; on a line whose width is comparable to $h$ the gain is smaller or turns into a loss.

The other corrections for this film are as follows.
\begin{itemize}
\item \emph{Short cracks.} For a film edge flush with the substrate edge, on a layer of thickness $2h$ with a rigid base, $G$ is about $0.45$ of its steady value ($0.44$ with four elements per film thickness, about $0.01$ more on a mesh refined at the tip) as $d$ grows from $0.50h$ to $0.75h$, and $0.97$ from $3.00h$ to $3.25h$. In this geometry the steady value overestimates the drive on these short cracks. The numbers belong to the thin layer and not to a whole wafer. On a deep substrate a flush edge approaches the steady value much more slowly, over tens of film thicknesses (about $0.86$ of it at $d=10h$ and $0.98$ at $d=100h$), whereas for a film edge well inside the substrate surface even short cracks are close to it.
\item \emph{Finite wafer.} Free bending of a wafer $725\ \mu$m thick lowers the total elastic energy of film and wafer by $0.36\%$. The film alone loses about twice as much, because part of its energy passes into the wafer.
\item \emph{Stress gradient.} With $g=0.2$, $G$ rises by $1.3\%$.
\item \emph{Temperature of use.} A difference in thermal expansion of $10^{-6}$ K$^{-1}$ (rough) and a change of 100 K alter the stress by $26.7$ MPa. Since $G\propto\sigma^2$, its relative change is twice that of the stress, about $5\%$. The sign depends on which material expands more and on whether the film is heated or cooled.
\end{itemize}

Silicon has been treated as isotropic. The toughness $\Gamma$ has been taken as one number, although it generally depends on the mix of opening and shear at the tip; $h_c$ inherits that uncertainty, while $G$ does not.

Delamination also competes with cracks that run through the film thickness and spread along the film. A finite-element estimate for a silicon layer of thickness $8h$ with a rigid base puts their driving force at $4.8$ J/m$^2$ of crack area with four elements per film thickness, and at $5.0$ J/m$^2$ on a mesh refined at the tip, a little over four times $G$. A deeper substrate is more compliant and raises this value slightly, to about $5.1$ J/m$^2$. If the film contains suitable flaws and its own toughness is below this value, it can crack at 500 nm even though the plane-strain criterion rules out delamination. Such cracks also create new film edges, from which an interface crack may start.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Released fraction G/U0: finite elements, formula
  nu=0.00, E_sub/E_film=0.8: 0.49999, 0.50000
  nu=0.25, E_sub/E_film=0.8: 0.62498, 0.62500
  nu=0.25, E_sub/E_film=4.0: 0.62500, 0.62500
  nu=0.40, E_sub/E_film=0.5: 0.69998, 0.70000
Detached film, FE: szz/s = 0.7500, largest |sxx|/s = 4.2e-10
Contraction on release, FE, in s/E: 0.9375
Stored, retained energy, FE, in s^2 h/E: 0.7500, 0.2812
Stored-energy error 22h and 50h ahead of tip, in s^2 h/E: -1.2e-03, -2.4e-07
Smallest crack opening, FE, in s h/E: 0.461
Gradient g=0.2: G factor 1.0133, fraction 0.6250
Gradient g=1.0: G factor 1.3333, fraction 0.6250
Strip with free sides: d/w, released fraction
  0.05, 0.702
  0.10, 0.778
  0.30, 0.982
  1.00, 0.999
  3.00, 1.000
  extrapolated to d/w = 0: 0.6251
Example inputs: h = 500 nm, s = 1000 MPa, E = 200 GPa, nu = 0.25
Interface toughness (rough): 2.0 J/m2
Mismatch strain: 0.375 %
Stress kept parallel to front: 750 MPa
Stored energy U0: 1.875 J/m2
Released energy G: 1.172 J/m2
Retained energy: 0.703 J/m2
Critical thickness: 853 nm
Critical thickness if all U0 were released: 533 nm
Short cracks from a flush edge, 2h layer on rigid base: d/h, G/G_steady
  0.50 to 0.75, 0.439
  1.00 to 1.25, 0.683
  3.00 to 3.25, 0.972
Silicon inputs (rough, isotropic): E = 160 GPa, nu = 0.22, thickness 725 um
Stored energy lost by free wafer bending: 0.36 %
Thermal stress, 1e-06 /K gap (rough), 100 K: 26.7 MPa
Resulting change of G: about 5.3 %
Channel-crack driving force (FE estimate): 4.8 J/m2
Channel-crack force / delamination G: 4.1
\end{verbatim}
